# Gamma-matrix traces with \(\gamma_5\) and their use in polarised Compton scattering, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Work in four dimensions with the metric \(g=\mathrm{diag}(+,-,-,-)\) and with \(4\times4\) matrices \(\gamma^\mu\) that obey
\[
\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}\,\mathbb 1 ,\qquad \operatorname{tr}\mathbb 1=4 .
\]
Define \(\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3\) and \(\gamma_\mu=g_{\mu\nu}\gamma^\nu\). The totally antisymmetric symbol has \(\varepsilon^{0123}=+1\), so that \(\varepsilon_{0123}=-1\). For a four-vector \(a\) with real or complex components, \(\hat a=a_\mu\gamma^\mu\) denotes the slashed matrix, \(a\cdot b=g_{\mu\nu}a^\mu b^\nu\) contains no complex conjugation, and \(\hat a^*\) means the slashed matrix of the vector with conjugated components. Parts (a) to (d) are to be done from the anticommutation relation and the cyclic property of the trace.

(a) Write \(\gamma^\mu\gamma^\nu\gamma^\rho\) as a sum of terms of the form \(g\,\gamma\) and one term of the form \(\varepsilon\,\gamma\,\gamma_5\), with all signs and factors.

(b) Use the result to evaluate \(\operatorname{tr}(\gamma^\tau\gamma^\sigma\gamma^\alpha\gamma^\beta)\), \(\operatorname{tr}(\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma\gamma_5)\) and
\[
T^{\mu\nu\rho\sigma\alpha\beta}=\operatorname{tr}(\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma\gamma^\alpha\gamma^\beta\gamma_5).
\]
How many of the \(4^6\) components of \(T\) differ from zero?

(c) The reduction in (b) treats the first three and the last three matrices differently. Find a form of \(T\) in which every pair of indices appears once in a metric tensor, and prove that the two forms agree.

(d) Decide whether the results of (a) and (b) remain true in six dimensions when \(\gamma_5\) is still defined as \(i\) times the product of the matrices with indices \(0,1,2,3\).

(e) A photon of energy \(\hbar\omega=1.0\times10^{-13}\,\mathrm J\) moving along \(z\) scatters through \(\theta=60^\circ\), in the \(xz\) plane, off a free electron at rest with four-momentum \(p=(mc,\mathbf 0)\) and spin vector \(s=(0,0,0,1)\). The photon four-momenta are \(k\) and \(k'\), and \(q=p+k\), \(p'=p+k-k'\). The polarisation vectors are
\[
e=\tfrac1{\sqrt2}(0,\,1,\,i,\,0),\qquad e'=\tfrac1{\sqrt2}(0,\,\cos\theta,\,i,\,-\sin\theta).
\]
The numerator of the \(s\)-channel diagram is \(N=\bar u'\,\hat e'^*(\hat q+mc)\,\hat e\,u\). Take as given \(u\bar u=\tfrac12(\hat p+mc)(1+\gamma_5\hat s)\) for the initial electron and \(\sum u'\bar u'=\hat p'+mc\) for the sum over final spins. Find the trace that gives the spin-dependent part of \(\sum|N|^2\), isolate the part of it that consists of six-matrix traces with \(\gamma_5\), and evaluate that part in closed form and numerically.

## Solution

### Properties of \(\gamma_5\) and the elementary traces

The anticommutation relation has two special cases. For \(\mu\ne\nu\) the metric element vanishes and \(\gamma^\mu\gamma^\nu=-\gamma^\nu\gamma^\mu\). For \(\mu=\nu\) it gives \((\gamma^\mu)^2=g^{\mu\mu}\), that is \((\gamma^0)^2=1\) and \((\gamma^j)^2=-1\) for \(j=1,2,3\). Since \(\gamma_\mu=g_{\mu\mu}\gamma^\mu\) with no sum, it follows that
\[
\gamma^\mu\gamma_\mu=\gamma_\mu\gamma^\mu=g_{\mu\mu}\,g^{\mu\mu}=1\qquad(\text{no sum}). \tag{1}
\]

When \(\gamma^\mu\) is moved through the product \(\gamma^0\gamma^1\gamma^2\gamma^3\), it commutes with the one factor equal to itself and anticommutes with the other three. The total sign is \((-1)^3\), so
\[
\gamma_5\gamma^\mu=-\gamma^\mu\gamma_5 . \tag{2}
\]
For the square, \(\gamma_5^2=i^2(\gamma^0\gamma^1\gamma^2\gamma^3)^2\). The second \(\gamma^0\) is moved to the left through three different matrices, which gives \((\gamma^0\gamma^1\gamma^2\gamma^3)^2=-(\gamma^0)^2(\gamma^1\gamma^2\gamma^3)^2=-(\gamma^1\gamma^2\gamma^3)^2\). The second \(\gamma^1\) passes two different matrices, so \((\gamma^1\gamma^2\gamma^3)^2=(\gamma^1)^2(\gamma^2\gamma^3)^2=-(\gamma^2\gamma^3)^2\). Finally \((\gamma^2\gamma^3)^2=-(\gamma^2)^2(\gamma^3)^2=-1\). Hence \((\gamma^1\gamma^2\gamma^3)^2=+1\), \((\gamma^0\gamma^1\gamma^2\gamma^3)^2=-1\), and
\[
\gamma_5^2=1,\qquad \gamma^0\gamma^1\gamma^2\gamma^3=-i\gamma_5 , \tag{3}
\]
where the second equation is the definition of \(\gamma_5\) multiplied by \(-i\).

Four traces are needed. Taking the trace of the anticommutation relation and using \(\operatorname{tr}(\gamma^\mu\gamma^\nu)=\operatorname{tr}(\gamma^\nu\gamma^\mu)\) gives
\[
\operatorname{tr}(\gamma^\mu\gamma^\nu)=4g^{\mu\nu}. \tag{4}
\]
The other three follow from one observation. If an invertible matrix \(B\) anticommutes with \(X\), then \(X=-BXB^{-1}\), and the cyclic property gives \(\operatorname{tr}X=-\operatorname{tr}X=0\). With \(X=\gamma_5\) and \(B=\gamma^0\), equation (2) gives \(\operatorname{tr}\gamma_5=0\). With \(X=\gamma^\mu\gamma^\nu\gamma_5\) there are two cases. If \(\mu=\nu\), then \(X=g^{\mu\mu}\gamma_5\), which is traceless. If \(\mu\neq\nu\), there is an index \(\tau\) different from both, and \(B=\gamma^\tau\) anticommutes with each of the three factors and therefore with their product. So
\[
\operatorname{tr}(\gamma^\mu\gamma^\nu\gamma_5)=0 . \tag{5}
\]
If \(X\) is a product of an odd number of matrices \(\gamma^\mu\), with or without a factor \(\gamma_5\), then \(B=\gamma_5\) anticommutes with \(X\), and
\[
\operatorname{tr}(\text{odd number of }\gamma^\mu)=0,\qquad \operatorname{tr}(\text{odd number of }\gamma^\mu\times\gamma_5)=0. \tag{6}
\]

### (a) The product of three matrices

The \(64\) index triples fall into two classes, those with a repeated index and those with three different indices.

Take first a repeated index, where any term containing \(\varepsilon^{\mu\nu\rho\sigma}\) vanishes. Try the combination
\[
A\,g^{\mu\nu}\gamma^\rho+B\,g^{\nu\rho}\gamma^\mu+C\,g^{\mu\rho}\gamma^\nu
\]
with unknown numbers \(A,B,C\). No index is summed in the four cases that follow.

For \(\mu=\nu\ne\rho\) the product is \((\gamma^\mu)^2\gamma^\rho=g^{\mu\mu}\gamma^\rho\). In the combination only the first metric element is nonzero, so \(A=1\).

For \(\nu=\rho\neq\mu\) the product is \(\gamma^\mu(\gamma^\nu)^2=g^{\nu\nu}\gamma^\mu\), and only the second term survives, so \(B=1\).

For \(\mu=\rho\ne\nu\) one anticommutation brings the equal matrices together: \(\gamma^\mu\gamma^\nu\gamma^\mu=-(\gamma^\mu)^2\gamma^\nu=-g^{\mu\mu}\gamma^\nu\). Only the third term survives, so \(C=-1\).

For \(\mu=\nu=\rho\) the product is \(g^{\mu\mu}\gamma^\mu\), and the combination gives \((A+B+C)\,g^{\mu\mu}\gamma^\mu=g^{\mu\mu}\gamma^\mu\). The values already found are consistent with this case.

These four cases exhaust the triples with a repeated index. For three different indices the combination vanishes, because the metric is diagonal, and the whole product must come from the \(\varepsilon\) term. In four dimensions exactly one index value, called \(\sigma\), is missing from \(\{\mu,\nu,\rho\}\). Then \((\mu,\nu,\rho,\sigma)\) is a permutation of \((0,1,2,3)\). It can be sorted by exchanges of neighbours, and each exchange changes the sign both of the product of four different matrices and of the \(\varepsilon\) symbol. With \(\varepsilon^{0123}=+1\) and (3),
\[
\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma=\varepsilon^{\mu\nu\rho\sigma}\,\gamma^0\gamma^1\gamma^2\gamma^3=-i\,\varepsilon^{\mu\nu\rho\sigma}\gamma_5 .
\]
Multiply from the right by \(\gamma_\sigma\) for this one value of \(\sigma\). On the left (1) removes the fourth matrix, and on the right (2) moves \(\gamma_5\) to the end:
\[
\gamma^\mu\gamma^\nu\gamma^\rho=-i\,\varepsilon^{\mu\nu\rho\sigma}\gamma_5\gamma_\sigma=+i\,\varepsilon^{\mu\nu\rho\sigma}\gamma_\sigma\gamma_5 .
\]
The index \(\sigma\) may now be summed over all four values, since \(\varepsilon^{\mu\nu\rho\sigma}\) is zero for the three values that coincide with \(\mu\), \(\nu\) or \(\rho\). The metric terms vanish in one class of triples and the \(\varepsilon\) term vanishes in the other, so their sum is right in both:
\[
\gamma^\mu\gamma^\nu\gamma^\rho=g^{\mu\nu}\gamma^\rho+g^{\nu\rho}\gamma^\mu-g^{\mu\rho}\gamma^\nu+i\,\varepsilon^{\mu\nu\rho\sigma}\gamma_\sigma\gamma_5 . \tag{7}
\]

The component \(\mu\nu\rho=123\) can be checked directly. Multiplying the definition of \(\gamma_5\) from the left by \(\gamma^0\) gives \(\gamma^0\gamma_5=i\gamma^1\gamma^2\gamma^3\), so \(\gamma^1\gamma^2\gamma^3=-i\gamma^0\gamma_5\). In (7), bringing the index \(0\) of \(\varepsilon^{1230}\) to the front takes three exchanges, so \(\varepsilon^{1230}=-1\), and with \(\gamma_0=\gamma^0\) the last term is \(-i\gamma^0\gamma_5\), as required.

For the given definition of \(\gamma_5\), the sign of the last term depends on three choices. If the summed index is written first, the same three exchanges give \(-i\varepsilon^{\sigma\mu\nu\rho}\gamma_\sigma\gamma_5\). If \(\gamma_5\) stands to the left of \(\gamma_\sigma\), the sign changes by (2). If the convention \(\varepsilon^{0123}=-1\) is used, every term containing \(\varepsilon\) in this solution changes sign, while the matrices and the numerical values of the traces stay the same.

Equation (7) states that a product of three matrices is a combination of the four \(\gamma^\mu\) and the four \(\gamma^\mu\gamma_5\), a vector part and an axial-vector part. The axial part is the totally antisymmetric part of the product. In four dimensions an antisymmetric object with three indices has four independent components, one for each missing index, and \(\varepsilon\) maps them onto an object with one index.

### (b) The traces

For the trace of four matrices without \(\gamma_5\), apply (7) to the last three factors:
\[
\operatorname{tr}(\gamma^\tau\gamma^\sigma\gamma^\alpha\gamma^\beta)
=g^{\sigma\alpha}\operatorname{tr}(\gamma^\tau\gamma^\beta)+g^{\alpha\beta}\operatorname{tr}(\gamma^\tau\gamma^\sigma)-g^{\sigma\beta}\operatorname{tr}(\gamma^\tau\gamma^\alpha)+i\varepsilon^{\sigma\alpha\beta\lambda}\operatorname{tr}(\gamma^\tau\gamma_\lambda\gamma_5).
\]
The last trace vanishes by (5), and (4) gives
\[
\operatorname{tr}(\gamma^\tau\gamma^\sigma\gamma^\alpha\gamma^\beta)=4\left(g^{\tau\sigma}g^{\alpha\beta}-g^{\tau\alpha}g^{\sigma\beta}+g^{\tau\beta}g^{\sigma\alpha}\right). \tag{8}
\]

For four matrices with \(\gamma_5\), apply (7) to the first three factors. Each metric term multiplies a trace of the type \(\operatorname{tr}(\gamma^\rho\gamma^\sigma\gamma_5)\), which is zero by (5). In the remaining term \(\gamma_5\gamma^\sigma\gamma_5=-\gamma^\sigma\gamma_5^2=-\gamma^\sigma\), and \(\operatorname{tr}(\gamma_\tau\gamma^\sigma)=4\delta_\tau^\sigma\) by (4) with one index lowered. Therefore
\[
\operatorname{tr}(\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma\gamma_5)=i\varepsilon^{\mu\nu\rho\tau}\operatorname{tr}(\gamma_\tau\gamma_5\gamma^\sigma\gamma_5)=-4i\,\varepsilon^{\mu\nu\rho\sigma}. \tag{9}
\]
For \(\mu\nu\rho\sigma=0123\) equation (3) gives \(\operatorname{tr}(-i\gamma_5^2)=-4i\) directly, in agreement.

For six matrices, apply (7) to the first three factors again:
\[
\begin{aligned}
T^{\mu\nu\rho\sigma\alpha\beta}={}&g^{\mu\nu}\operatorname{tr}(\gamma^\rho\gamma^\sigma\gamma^\alpha\gamma^\beta\gamma_5)
+g^{\nu\rho}\operatorname{tr}(\gamma^\mu\gamma^\sigma\gamma^\alpha\gamma^\beta\gamma_5)
-g^{\mu\rho}\operatorname{tr}(\gamma^\nu\gamma^\sigma\gamma^\alpha\gamma^\beta\gamma_5)\\
&+i\varepsilon^{\mu\nu\rho\tau}\operatorname{tr}(\gamma_\tau\gamma_5\gamma^\sigma\gamma^\alpha\gamma^\beta\gamma_5).
\end{aligned}
\]
The first line follows from (9):
\[
-4i\left(g^{\mu\nu}\varepsilon^{\rho\sigma\alpha\beta}-g^{\mu\rho}\varepsilon^{\nu\sigma\alpha\beta}+g^{\nu\rho}\varepsilon^{\mu\sigma\alpha\beta}\right).
\]
In the second line the first \(\gamma_5\) is moved to the right through three matrices, so \(\gamma_5\gamma^\sigma\gamma^\alpha\gamma^\beta\gamma_5=(-1)^3\gamma^\sigma\gamma^\alpha\gamma^\beta\gamma_5^2=-\gamma^\sigma\gamma^\alpha\gamma^\beta\). The two factors \(\gamma_5\) have removed each other, and (8) with the index \(\tau\) lowered applies:
\[
-i\varepsilon^{\mu\nu\rho\tau}\cdot4\left(\delta_\tau^\sigma g^{\alpha\beta}-\delta_\tau^\alpha g^{\sigma\beta}+\delta_\tau^\beta g^{\sigma\alpha}\right)
=-4i\left(g^{\alpha\beta}\varepsilon^{\mu\nu\rho\sigma}-g^{\sigma\beta}\varepsilon^{\mu\nu\rho\alpha}+g^{\sigma\alpha}\varepsilon^{\mu\nu\rho\beta}\right).
\]
The sum of the two lines is
\[
\begin{aligned}
T^{\mu\nu\rho\sigma\alpha\beta}=-4i\big[\,&g^{\mu\nu}\varepsilon^{\rho\sigma\alpha\beta}-g^{\mu\rho}\varepsilon^{\nu\sigma\alpha\beta}+g^{\nu\rho}\varepsilon^{\mu\sigma\alpha\beta}\\
&+g^{\alpha\beta}\varepsilon^{\mu\nu\rho\sigma}-g^{\sigma\beta}\varepsilon^{\mu\nu\rho\alpha}+g^{\sigma\alpha}\varepsilon^{\mu\nu\rho\beta}\,\big].
\end{aligned}\tag{10}
\]
Only the anticommutation relation, the cyclic property and \(\operatorname{tr}\mathbb 1=4\) were used, so (7) to (10) hold in every \(4\times4\) representation.

To count the nonzero components, note that a term of (10) differs from zero only if the two indices on \(g\) are equal and the four on \(\varepsilon\) are all different. One index value then occurs three times and each of the other three values occurs once. Every component without this pattern is zero. Conversely, in a component with this pattern two of the three equal matrices can be brought together by anticommutation, where they give \(\pm1\). The remaining four different matrices give \(\pm\gamma^0\gamma^1\gamma^2\gamma^3=\mp i\gamma_5\), so the trace is \(+4i\) or \(-4i\) and is never zero. There are \(4\) choices of the repeated value and \(6!/3!=120\) orderings for each, which makes \(480\) nonzero components out of \(4096\). Explicit matrices give the same count.

The numerical check tests (7), (8), (9) and (10) in all components against explicit matrices, in the Dirac representation, in the Weyl representation and in a representation obtained by a random non-unitary similarity transformation. In the first two the deviations printed for (7), (9) and (10) are zero. In the third the largest absolute deviation in (10) is \(5.3\times10^{-15}\), to be compared with components of modulus \(4\). The program also asserts that (7) and (10) fail when the sign of the \(\varepsilon\) terms is reversed.

Contracting (10) with six vectors gives the form used in calculations. Define \(\varepsilon(a,b,c,d)=\varepsilon^{\mu\nu\rho\sigma}a_\mu b_\nu c_\rho d_\sigma\). Then
\[
\begin{aligned}
\operatorname{tr}(\hat a\hat b\hat c\hat d\hat f\hat h\gamma_5)=-4i\big[\,&(a\cdot b)\,\varepsilon(c,d,f,h)-(a\cdot c)\,\varepsilon(b,d,f,h)+(b\cdot c)\,\varepsilon(a,d,f,h)\\
&+(f\cdot h)\,\varepsilon(a,b,c,d)-(d\cdot h)\,\varepsilon(a,b,c,f)+(d\cdot f)\,\varepsilon(a,b,c,h)\,\big].
\end{aligned}\tag{11}
\]
Here \(c\) is a vector. With \(\varepsilon^{0123}=+1\) the sum that defines \(\varepsilon(a,b,c,d)\) is the Leibniz expansion of the determinant whose rows are the covariant components of the four vectors. Passing to contravariant components reverses the sign of three columns, so
\[
\varepsilon(a,b,c,d)=-\det\begin{pmatrix}a^\mu\\ b^\mu\\ c^\mu\\ d^\mu\end{pmatrix}. \tag{12}
\]
The determinant vanishes unless the four vectors are linearly independent, so the trace (11) is zero whenever the six vectors lie in a three-dimensional subspace. A process with two particles in and two out has only three independent momenta, and a trace of this kind can then contribute only if spin or polarisation vectors, or open indices contracted with another \(\varepsilon\), are present.

### (c) The form with all fifteen pairs

Rename the six indices \(\mu_1,\dots,\mu_6\) in the order \(\mu,\nu,\rho,\sigma,\alpha,\beta\), and define for \(i<j\)
\[
t_{ij}=(-1)^{i+j+1}\,g^{\mu_i\mu_j}\,\varepsilon^{[ij]},
\]
where \(\varepsilon^{[ij]}\) carries the four remaining indices in their original order. The signs of \(t_{12},t_{13},t_{23}\) are \(+,-,+\), and those of \(t_{45},t_{46},t_{56}\) are \(+,-,+\). Comparison with (10) term by term shows that
\[
T=-4i\,(t_{12}+t_{13}+t_{23}+t_{45}+t_{46}+t_{56}).
\]
Of the fifteen pairs \(i<j\), the nine cross pairs with \(i\le3<j\) are absent. None of the nine terms vanishes identically, but their sum does, because of the Schouten identity.

Let \(a_1,\dots,a_5\) be five indices, let \(V^a\) be any object with one index, and let \(\varepsilon^{(n)}\) be the symbol carrying the four indices other than \(a_n\), in order. The identity is
\[
\sum_{n=1}^5(-1)^n\,V^{a_n}\,\varepsilon^{(n)}=0 . \tag{13}
\]
To prove it, observe that five indices with only four possible values cannot all be different, so \(a_r=a_l\) for some \(r<l\). Every term with \(n\ne r,l\) has both \(a_r\) and \(a_l\) on the \(\varepsilon\) symbol and vanishes. In \(\varepsilon^{(r)}\) the index \(a_l\) stands at position \(l-1\). Moving it to position \(r\) takes \(l-1-r\) exchanges and produces, because \(a_l=a_r\), the index list of \(\varepsilon^{(l)}\). Thus \(\varepsilon^{(r)}=(-1)^{l-1-r}\varepsilon^{(l)}\), and with \(V^{a_r}=V^{a_l}\) the two surviving terms add to
\[
\left[(-1)^r(-1)^{l-1-r}+(-1)^l\right]V^{a_l}\varepsilon^{(l)}=\left[(-1)^{l-1}+(-1)^l\right]V^{a_l}\varepsilon^{(l)}=0 .
\]

Now fix one \(i\), take for \(a_1,\dots,a_5\) the other five indices in order, and set \(V^a=g^{\mu_i a}\). The index \(\mu_j\) stands at position \(n=j\) if \(j<i\) and at position \(n=j-1\) if \(j>i\), and in both cases \(\varepsilon^{(n)}\) is the symbol without \(\mu_i\) and \(\mu_j\). After multiplication of (13) by \((-1)^i\), a term with \(j>i\) has the sign \((-1)^{i+j-1}\) and equals \(t_{ij}\), while a term with \(j<i\) has the sign \((-1)^{i+j}\) and equals \(-t_{ji}\). Hence for each \(i=1,\dots,6\)
\[
\sum_{j>i}t_{ij}-\sum_{j<i}t_{ji}=0 . \tag{14}
\]
For \(i=1,2,3\) this reads
\[
\begin{aligned}
t_{12}+t_{13}+(t_{14}+t_{15}+t_{16})&=0,\\
-t_{12}+t_{23}+(t_{24}+t_{25}+t_{26})&=0,\\
-t_{13}-t_{23}+(t_{34}+t_{35}+t_{36})&=0.
\end{aligned}
\]
In the sum of the three lines \(t_{12}\), \(t_{13}\) and \(t_{23}\) cancel, and what remains is the sum of the nine cross terms, which is therefore zero. Adding it to the six terms changes nothing, and
\[
T=-4i\sum_{1\le i<j\le6}(-1)^{i+j+1}\,g^{\mu_i\mu_j}\,\varepsilon^{[ij]} . \tag{15}
\]
The program tests the six relations (14), the vanishing of the cross sum, and (15) against the matrix trace.

A consequence is that the expression of \(T\) through \(g\) and \(\varepsilon\) is not unique in four dimensions. Any multiple of a relation (14) may be added, so two results for a six-matrix trace that look different must be compared by components or modulo (14).

In four dimensions, the product of three matrices and the required traces are now known, and the six-term and fifteen-term forms of \(T\) have been proved equal. It remains to decide which results survive in six dimensions and to evaluate the six-matrix traces for Compton scattering off a polarised electron.
